# Why a Conductive Suboxide Target Reduces Hysteresis in Reactive Sputtering: test program

```python
# Result under test: a suboxide target suppresses reactive-sputtering hysteresis.
# Critical pumping speed Sc <= alpha*(v/4)*At*(r-1)*(1-theta0)^2, where
# alpha = sticking, v = mean O2 speed, At = target area, r = bare/oxide yield,
# 1-theta0 = bare target fraction without oxygen gas = (1-b)/(1+b(r-1)),
# b = oxidised site fraction of the target bulk (O/W of bulk divided by 3).
# A smaller oxygen need alone shrinks the loop but leaves Sc unchanged.
# Units inside: cm2, s, mTorr, L/s; gas amounts are molecules.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

TEMP = 300.0
AREA_T, AREA_C = 45.0, 2000.0
CURRENT = 10.0                 # mA/cm2
Y_BARE, Y_OX = 0.6, 0.1        # W atoms per ion
STICK, PUMP, VOLUME = 0.5, 50.0, 30.0
O_FULL, O_BULK = 3.0, 2.7      # O per W in full oxide and in suboxide target
P_ARGON = 3.0                  # mTorr
SITES = 1e15                   # W sites per cm2, affects transients only
B_SUB = O_BULK / O_FULL

MTORR = const.torr / 1000
KT = const.k * TEMP
MASS = 31.998 * const.atomic_mass
IMPINGE = MTORR / np.sqrt(2 * np.pi * MASS * KT) * 1e-4
PER_LITRE = 1e-3 * MTORR / KT  # molecules in one litre at one mTorr
SCCM = 1e-6 * const.atm / (const.k * 273.15) / 60
ION = CURRENT * 1e-3 / const.e


def coverage(a, b, y_bare, y_ox, implanted=0.0):
    top = a + implanted + b * y_bare
    return np.minimum(top / (a + b * y_bare + (1 - b) * y_ox), 1.0)


def steady(p, need=O_FULL, b=0.0, y_bare=Y_BARE, y_ox=Y_OX,
           collector=AREA_C, implant=0.0, lost=0.0, zones=((1.0, 1.0),)):
    """Gas uptake, oxidised film fraction and metal emission at pressure p."""
    arriving = 2 * STICK * IMPINGE * p
    metal, oxide = 0.0, 0.0
    for share, relative in zones:
        ion = ION * relative
        extra = implant * 2 * p / (p + P_ARGON) / need
        theta = coverage(arriving / (need * ion), b, y_bare, y_ox, extra)
        metal = metal + ion * share * AREA_T * (
            y_bare - (y_bare - y_ox) * theta)
        oxide = oxide + ion * share * AREA_T * y_ox * theta * (1 - lost)
    gas = arriving * collector / need
    film = (gas + oxide) / (gas + metal)
    return need * metal * (film - b) / 2, film, metal


def flow(p, **case):
    return (PUMP * PER_LITRE * p + steady(p, **case)[0]) / SCCM


def critical_speed(**case):
    p = np.logspace(-7, 2, 9001)
    h = 1e-4
    slope = (steady(p * (1 + h), **case)[0]
             - steady(p * (1 - h), **case)[0]) / (2 * h * p)
    return max(0.0, np.max(-slope) / PER_LITRE)


def folds(**case):
    """Pressures and flows of the upper and lower fold, or None."""
    p = np.logspace(-5, 2, 70001)
    q = flow(p, **case)
    turn = np.where(np.diff(np.sign(np.diff(q))) != 0)[0] + 1
    if len(turn) == 0:
        return None
    assert len(turn) == 2
    return p[turn[0]], q[turn[0]], p[turn[1]], q[turn[1]]


def relax(q_sccm, oxidised, need=O_FULL, b=0.0, y_bare=Y_BARE, y_ox=Y_OX):
    """Integrate the separate gas, target and collector balances in time."""
    def rates(_, state):
        p, target, film = state
        arriving = 2 * STICK * IMPINGE * p
        to_target = arriving * (1 - target)
        to_film = arriving * (1 - film)
        bare_out = ION * y_bare * (1 - target)
        ox_out = ION * y_ox * target
        d_target = (to_target / need + b * (bare_out + ox_out) - ox_out)
        ratio = AREA_T / AREA_C
        d_film = (to_film / need + ratio * ox_out * (1 - film)
                  - ratio * bare_out * film)
        d_gas = (q_sccm * SCCM - PUMP * PER_LITRE * p
                 - (AREA_T * to_target + AREA_C * to_film) / 2)
        return [d_gas / (VOLUME * PER_LITRE), d_target / SITES,
                d_film / SITES]
    p_start = q_sccm * SCCM / (PUMP * PER_LITRE) if oxidised else 0.0
    start = [p_start, float(oxidised), float(oxidised)]
    run = solve_ivp(rates, (0, 800), start, method="LSODA",
                    rtol=1e-8, atol=1e-11)
    assert run.success
    return run.y[:, -1]


def two_states(q, **case):
    ends = [relax(q, oxidised, **case) for oxidised in (False, True)]
    for end in ends:   # total uptake must agree with the steady formula
        assert abs(flow(end[0], **case) / q - 1) < 1e-4
        assert abs(steady(end[0], **case)[1] - end[2]) < 1e-4
    return ends


def is_bistable(q, **case):
    low, high = two_states(q, **case)
    return abs(high[0] / low[0] - 1) > 0.01


# Stochastic surface: sputtered sites expose bulk sites, bare sites oxidise.
rng = np.random.default_rng(4)
for b_test, a_test in ((0.5, 0.2), (0.9, 0.0)):
    ox = rng.random(20000) < b_test
    covered, emitted = [], []
    for step in range(700):
        u = rng.random(ox.size)
        hit = u < np.where(ox, Y_OX, Y_BARE)
        react = (~ox) & (~hit) & (u < Y_BARE + a_test)
        if step >= 100:
            covered.append(ox.mean())
            emitted.append(hit.mean())
        ox = np.where(hit, rng.random(ox.size) < b_test, ox | react)
    theta_test = coverage(a_test, b_test, Y_BARE, Y_OX)
    yield_test = Y_OX * (a_test + Y_BARE) / (
        a_test + b_test * Y_BARE + (1 - b_test) * Y_OX)
    assert abs(np.mean(covered) - theta_test) < 0.003
    assert abs(np.mean(emitted) - yield_test) < 0.003

# Bound on the critical pumping speed, and its approach for a huge collector.
v_mean = np.sqrt(8 * KT / (np.pi * MASS))
conductance = v_mean / 4 * 0.1   # L/s per cm2
contrast = Y_BARE / Y_OX


def bare_fraction(b):
    return (1 - b) / (1 + b * (contrast - 1))


def bound(b):
    return (STICK * conductance * AREA_T * (contrast - 1)
            * bare_fraction(b) ** 2)


for b_test in (0.0, 0.1, 0.3, 0.5, 0.9):
    assert critical_speed(b=b_test) <= bound(b_test) * 1.001
    wide = critical_speed(b=b_test, collector=1e12)
    assert abs(wide / bound(b_test) - 1) < 0.05  # finite-collector remainder

# Metal target: bistable between the folds, single state outside them.
p_up, q_up, p_down, q_down = folds()
q_mid = (q_up + q_down) / 2
metal_low, metal_high = two_states(q_mid)
assert metal_high[0] > 2 * metal_low[0]
assert not is_bistable(0.95 * q_down) and not is_bistable(1.05 * q_up)

# Suboxide target: no folds and one state at every tested flow.
assert folds(b=B_SUB) is None
for q_test in (0.05, 0.09, 0.12, 0.3, 1.0, q_mid):
    assert not is_bistable(q_test, b=B_SUB)

# A weakly oxidised bulk still gives a loop at this pumping speed.
weak = folds(b=0.1)
assert weak is not None and is_bistable((weak[1] + weak[3]) / 2, b=0.1)

# Control 1: only the oxygen need is reduced.
need_sub = O_FULL - O_BULK
need_folds = folds(need=need_sub)
assert is_bistable((need_folds[1] + need_folds[3]) / 2, need=need_sub)
sc_metal = critical_speed()
sc_need = critical_speed(need=need_sub)
width_metal = q_up - q_down
width_need = need_folds[1] - need_folds[3]
assert abs(sc_need / sc_metal - 1) < 1e-3
assert abs(width_need / width_metal - need_sub / O_FULL) < 1e-3

# Control 2: full oxygen need, but the bare yield of the suboxide.
y_sub = 1 / ((1 - B_SUB) / Y_BARE + B_SUB / Y_OX)
sc_yield = critical_speed(y_bare=y_sub)
yield_bound = STICK * conductance * AREA_T * (y_sub / Y_OX - 1)
assert sc_yield <= yield_bound * 1.001 and sc_yield < PUMP
for q_test in (0.5, 0.9, 1.0, 1.1, 2.0):
    assert not is_bistable(q_test, y_bare=y_sub)
p_grid = np.logspace(-5, 1, 500)
assert np.all(np.diff(steady(p_grid, y_bare=Y_OX)[0]) > 0)

# A weak fall of uptake survives for the suboxide at high pressure.
assert steady(1.0, b=B_SUB)[0] > steady(10.0, b=B_SUB)[0]
sc_sub = critical_speed(b=B_SUB)
assert 0 < sc_sub < PUMP
b_limit = brentq(lambda b: critical_speed(b=b) - PUMP, 0.0, 0.9)

print(f"O2 impingement at 1 mTorr: {IMPINGE:.3e} /cm2/s")
print(f"ion flux at {CURRENT:.0f} mA/cm2: {ION:.3e} /cm2/s")
print(f"areas target, collector: {AREA_T:.0f}, {AREA_C:.0f} cm2")
print(f"pumping speed: {PUMP:.0f} L/s; gas temperature: {TEMP:.0f} K")
print(f"sticking: {STICK}; yields bare, oxide: {Y_BARE}, {Y_OX} W/ion")
print(f"v/4 for O2: {conductance:.2f} L/s/cm2")
print(f"bulk O/W: {O_BULK}; oxidised bulk fraction b: {B_SUB:.2f}")
print(f"oxygen need metal, suboxide: {O_FULL:.1f}, {need_sub:.1f} O/W")
print(f"suboxide bare fraction at zero O2: {bare_fraction(B_SUB):.5f}")
print(f"suboxide yield at zero O2: {y_sub:.4f} W/ion")
print(f"metal upper fold: {q_up:.3f} sccm at {p_up:.4f} mTorr")
print(f"metal lower fold: {q_down:.3f} sccm at {p_down:.4f} mTorr")
print(f"metal loop width: {width_metal:.3f} sccm")
print(f"test flow inside loop: {q_mid:.3f} sccm")
for name, end in (("clean", metal_low), ("oxidised", metal_high)):
    print(f"metal, {name} start: p {end[0]:.4f} mTorr, "
          f"target oxidised {end[1]:.3f}, film O/W {3 * end[2]:.3f}")
print(f"Sc bound metal, suboxide: {bound(0):.1f}, {bound(B_SUB):.3f} L/s")
print(f"Sc computed metal, suboxide: {sc_metal:.1f}, {sc_sub:.3f} L/s")
print(f"need-only control: Sc {sc_need:.1f} L/s, "
      f"loop width {width_need:.4f} sccm")
print(f"yield-only control: Sc {sc_yield:.2f} L/s, "
      f"bound {yield_bound:.2f} L/s")
print(f"loop vanishes at {PUMP:.0f} L/s for b = {b_limit:.3f}, "
      f"bulk O/W = {O_FULL * b_limit:.2f}")
for b_show in (0.0, 0.1, 0.2, 0.3, 0.5, 0.9):
    print(f"b {b_show:.1f}: Sc {critical_speed(b=b_show):.3f} L/s, "
          f"bound {bound(b_show):.3f} L/s")

# Operating points for the same nearly complete film, O/W = 2.97.
for name, b_case in (("metal", 0.0), ("suboxide", B_SUB)):
    p_work = brentq(lambda p: steady(p, b=b_case)[1] - 0.99, 1e-6, 10)
    q_slope = (flow(p_work * 1.001, b=b_case)
               - flow(p_work * 0.999, b=b_case)) / (0.002 * p_work)
    emission = steady(p_work, b=b_case)[2] / AREA_T
    print(f"{name}, film O/W 2.97: p {p_work:.4f} mTorr, "
          f"flow {flow(p_work, b=b_case):.3f} sccm")
    print(f"  dQ/dp {q_slope:.2f} sccm/mTorr, "
          f"W emission {emission:.3e} /cm2/s")

# Effects left out of the main model, for the same example.
variants = (
    ("oxygen implantation, 3 mTorr Ar", dict(implant=1.0)),
    ("20% of sputtered O returns to gas", dict(lost=0.2)),
    ("half areas at 1.6 and 0.4 current",
     dict(zones=((0.5, 1.6), (0.5, 0.4)))),
    ("oxide yield halved", dict(y_ox=Y_OX / 2)))
for name, change in variants:
    metal_value = critical_speed(**change)
    sub_value = critical_speed(b=B_SUB, **change)
    assert sub_value < PUMP < metal_value
    print(f"{name}: Sc metal {metal_value:.1f}, suboxide {sub_value:.3f} L/s")
thickness, drop = 0.6, 4.0
rho = drop / (CURRENT * 1e-3 * thickness)
print(f"resistivity for {drop:.0f} V drop over {thickness} cm: "
      f"{rho:.0f} ohm cm")
print("success")
```

Output:

```
O2 impingement at 1 mTorr: 3.585e+17 /cm2/s
ion flux at 10 mA/cm2: 6.242e+16 /cm2/s
areas target, collector: 45, 2000 cm2
pumping speed: 50 L/s; gas temperature: 300 K
sticking: 0.5; yields bare, oxide: 0.6, 0.1 W/ion
v/4 for O2: 11.14 L/s/cm2
bulk O/W: 2.7; oxidised bulk fraction b: 0.90
oxygen need metal, suboxide: 3.0, 0.3 O/W
suboxide bare fraction at zero O2: 0.01818
suboxide yield at zero O2: 0.1091 W/ion
metal upper fold: 3.561 sccm at 0.0238 mTorr
metal lower fold: 2.620 sccm at 0.2042 mTorr
metal loop width: 0.942 sccm
test flow inside loop: 3.090 sccm
metal, clean start: p 0.0096 mTorr, target oxidised 0.155, film O/W 1.866
metal, oxidised start: p 0.4671 mTorr, target oxidised 0.899, film O/W 2.995
Sc bound metal, suboxide: 1253.1, 0.414 L/s
Sc computed metal, suboxide: 223.1, 0.111 L/s
need-only control: Sc 223.1 L/s, loop width 0.0942 sccm
yield-only control: Sc 1.85 L/s, bound 22.78 L/s
loop vanishes at 50 L/s for b = 0.230, bulk O/W = 0.69
b 0.0: Sc 223.104 L/s, bound 1253.080 L/s
b 0.1: Sc 111.991 L/s, bound 451.109 L/s
b 0.2: Sc 59.921 L/s, bound 200.493 L/s
b 0.3: Sc 32.883 L/s, bound 98.241 L/s
b 0.5: Sc 9.526 L/s, bound 25.573 L/s
b 0.9: Sc 0.111 L/s, bound 0.414 L/s
metal, film O/W 2.97: p 0.1661 mTorr, flow 2.642 sccm
  dQ/dp -1.29 sccm/mTorr, W emission 1.371e+16 /cm2/s
suboxide, film O/W 2.97: p 0.0111 mTorr, flow 0.132 sccm
  dQ/dp 4.43 sccm/mTorr, W emission 6.788e+15 /cm2/s
oxygen implantation, 3 mTorr Ar: Sc metal 275.3, suboxide 1.546 L/s
20% of sputtered O returns to gas: Sc metal 221.5, suboxide 0.049 L/s
half areas at 1.6 and 0.4 current: Sc metal 184.2, suboxide 0.091 L/s
oxide yield halved: Sc metal 359.8, suboxide 0.086 L/s
resistivity for 4 V drop over 0.6 cm: 667 ohm cm
success
```
